# Oxide Depth from Backscattered-Ion Energy: The Surface-Energy Approximation: a program that tests the result

```python
"""
Result under test: surface-energy approximation of ion backscattering,
    Delta E = K*E0 - E1  ~  F*x,
    F = K*S(E0)/cos(theta1) + S(K*E0)/cos(theta2).
E0: incident energy; E1: emerging energy; x: perpendicular depth;
K: kinematic factor; S: energy loss per path length;
theta1, theta2: inward and outward path angles to the surface normal.
The next order is Delta E = F*x - C*x**2.
Energies are in eV, lengths in nm, masses in u unless a label says otherwise.
The stopping law is a smooth model with rough parameters for He in SiO2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation

# Inputs
E0 = 2.0e6
SCATTER = np.radians(170.0)
THICKNESS = 100.0
DENSITY = 2.2            # g/cm3
MOLAR_MASS = 60.1        # g/mol
MEAN_EXCITATION = 140.0  # eV, rough
LOW_AMPLITUDE = 560.0    # eV/nm at 1 MeV, rough
DETECTOR_FWHM = 15.0e3   # eV, rough
TARGETS = {"Si": (14, 28.0), "O": (8, 16.0)}
ATOMS = {"Si": 1, "O": 2}

M1 = const.physical_constants["alpha particle mass in u"][0]
ALPHA_KG = const.physical_constants["alpha particle mass"][0]
MASS_RATIO = const.m_e / ALPHA_KG
E2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
BOHR = const.physical_constants["Bohr radius"][0] * 1e9
N_MOL = DENSITY * const.N_A / MOLAR_MASS / 1e21      # per nm3
N_EL = 30 * N_MOL


def stopping(energy):
    """Model electronic stopping in eV/nm."""
    mv2 = 2 * energy * MASS_RATIO
    high = (4*np.pi*E2**2*4*N_EL/mv2) * np.log(1 + 2*mv2/MEAN_EXCITATION)
    low = LOW_AMPLITUDE * np.sqrt(energy / 1e6)
    return 1 / np.sqrt(high**-2 + low**-2)


def slope(energy, h=1000.0):
    return (stopping(energy + h) - stopping(energy - h)) / (2*h)


def kinematic(mass, angle=SCATTER):
    root = np.sqrt(mass**2 - (M1*np.sin(angle))**2)
    return ((M1*np.cos(angle) + root) / (M1 + mass))**2


def collision_ratio(mass, angle=SCATTER):
    """Energy ratio found from the conservation laws by root search."""
    def balance(r):
        return 1 - r*r - (M1/mass)*(1 + r*r - 2*r*np.cos(angle))
    return brentq(balance, 0.0, 1.0, xtol=1e-15, rtol=1e-14)**2


def leg(z_start, z_end, uz, energy, law, depth):
    """Follow one straight leg until the ion reaches z_end."""
    def reached(s, y):
        return y[0] - z_end
    reached.terminal = True
    sol = solve_ivp(lambda s, y: [uz, -law(y[1])], (0, 100*depth),
                    [z_start, energy], method="DOP853", events=reached,
                    rtol=1e-11, atol=1e-9, max_step=0.37*depth)
    assert len(sol.y_events[0]) == 1
    return sol.y_events[0][0][1]


def trace(depth, mass, tilt, law_in=stopping, law_out=stopping):
    """Return energy before collision, after it, and at the exit."""
    u_in = np.array([np.sin(tilt), 0.0, np.cos(tilt)])
    axis = np.array([np.cos(tilt), 0.0, -np.sin(tilt)])
    u_out = Rotation.from_rotvec(SCATTER * axis).apply(u_in)
    assert abs(u_in @ u_out - np.cos(SCATTER)) < 1e-12
    before = leg(0.0, depth, u_in[2], E0, law_in, depth)
    after = collision_ratio(mass) * before
    return before, after, leg(depth, 0.0, u_out[2], after, law_out, depth)


def shift(depth, mass, tilt, **laws):
    return collision_ratio(mass)*E0 - trace(depth, mass, tilt, **laws)[2]


def path_factors(tilt):
    return 1/np.cos(tilt), 1/(np.cos(tilt)*np.cos(np.pi - SCATTER))


def coefficients(mass, tilt):
    """F and the three contributions to C."""
    k = kinematic(mass)
    a, b = path_factors(tilt)
    s0, s1 = stopping(E0), stopping(k*E0)
    d0, d1 = slope(E0), slope(k*E0)
    terms = np.array([k*s0*d0*a*a/2, k*s0*d1*a*b, s1*d1*b*b/2])
    return k*s0*a + s1*b, terms


print(f"Incident energy: {E0/1e6:.3f} MeV")
print(f"Scattering angle: {np.degrees(SCATTER):.1f} deg")
print(f"Oxide thickness: {THICKNESS:.1f} nm; density {DENSITY:.2f} g/cm3")
print(f"Mean excitation energy in model: {MEAN_EXCITATION:.0f} eV")
print(f"Low-energy amplitude at 1 MeV: {LOW_AMPLITUDE:.0f} eV/nm")
print(f"Molecular density: {N_MOL:.3f} per nm3")
print(f"Areal density of film: {N_MOL*THICKNESS*1e14:.3e} molecules/cm2")
print(f"S(E0): {stopping(E0):.2f} eV/nm; slope {slope(E0)*1e6:.2f} eV/nm/MeV")
grid = np.linspace(2e5, 2e6, 18001)
print(f"Model stopping peak at: {grid[np.argmax(stopping(grid))]/1e6:.3f} MeV")

for name, (z, mass) in TARGETS.items():
    k = kinematic(mass)
    assert abs(k - collision_ratio(mass)) < 1e-12
    print(f"{name}: mass {mass:.0f} u, K {k:.5f}, K*E0 {k*E0/1e3:.2f} keV")
    print(f"{name}: S(K*E0) {stopping(k*E0):.2f} eV/nm; "
          f"slope {slope(k*E0)*1e6:.2f} eV/nm/MeV")

for degrees in (0.0, 60.0):
    tilt = np.radians(degrees)
    a, b = path_factors(tilt)
    print(f"Tilt {degrees:.0f} deg: path factors in {a:.4f}, out {b:.4f}; "
          f"exit angle {np.degrees(np.arccos(1/b)):.2f} deg")
    for name, (z, mass) in TARGETS.items():
        k = kinematic(mass)
        F, terms = coefficients(mass, tilt)
        C = terms.sum()
        tiny = 0.1
        # Initial slope, whole and with only one leg losing energy
        assert abs(shift(tiny, mass, tilt)/tiny/F - 1) < 2e-5
        inward = shift(tiny, mass, tilt, law_out=lambda e: 0.0)/tiny
        outward = shift(tiny, mass, tilt, law_in=lambda e: 0.0)/tiny
        assert abs(inward/(k*stopping(E0)*a) - 1) < 2e-5
        assert abs(outward/(stopping(k*E0)*b) - 1) < 2e-5
        # Curvature from two depths; the combination cancels the cubic term
        C_10, C_5 = [(F*d - shift(d, mass, tilt))/d**2 for d in (10.0, 5.0)]
        measured_C = 2*C_5 - C_10
        assert abs(measured_C - C) < 0.01*np.abs(terms).sum()
        # Exact integral relations and mean-value bounds at full depth
        before, after, final = trace(THICKNESS, mass, tilt)
        len_in = quad(lambda e: 1/stopping(e), before, E0)[0]
        len_out = quad(lambda e: 1/stopping(e), final, after)[0]
        assert abs(len_in/(a*THICKNESS) - 1) < 1e-7
        assert abs(len_out/(b*THICKNESS) - 1) < 1e-7
        dE = k*E0 - final
        s_in = stopping(np.linspace(before, E0, 2001))
        s_out = stopping(np.linspace(final, after, 2001))
        lower = THICKNESS*(k*a*s_in.min() + b*s_out.min())
        upper = THICKNESS*(k*a*s_in.max() + b*s_out.max())
        assert lower*(1 - 1e-7) <= dE <= upper*(1 + 1e-7)
        # Constant stopping makes the linear law exact
        flat = shift(THICKNESS, mass, tilt, law_in=lambda e: 300.0,
                     law_out=lambda e: 300.0)
        assert abs(flat/(300.0*THICKNESS*(k*a + b)) - 1) < 1e-8
        print(f"  {name}: inward term {k*stopping(E0)*a:.2f}, outward "
              f"{stopping(k*E0)*b:.2f}, F {F:.2f} eV/nm")
        print(f"  {name}: energies before/after/exit {before/1e3:.2f}/"
              f"{after/1e3:.2f}/{final/1e3:.2f} keV")
        print(f"  {name}: shift F*x {F*THICKNESS/1e3:.3f} keV, "
              f"traced {dE/1e3:.3f} keV")
        print(f"  {name}: C {C:.3e} eV/nm2; inferred depth {dE/F:.2f} nm")

mass_si = TARGETS["Si"][1]
k_si = kinematic(mass_si)
F_si, terms_si = coefficients(mass_si, 0.0)
a, b = path_factors(0.0)
dE_si = shift(THICKNESS, mass_si, 0.0)
print(f"Si cross-section factor: {F_si/N_MOL*10:.2f} eV per 1e15 molecules/cm2")
no_k = stopping(E0)*a + stopping(k_si*E0)*b
print(f"Si depth if K is left off inward loss: {dE_si/no_k:.2f} nm")
for depth in (300.0, 1000.0):
    for name, (z, mass) in TARGETS.items():
        F, terms = coefficients(mass, 0.0)
        inferred = shift(depth, mass, 0.0)/F
        print(f"{name} at {depth:.0f} nm, normal: inferred {inferred:.1f} nm, "
              f"error {100*(inferred/depth - 1):.2f} %")

# Electronic straggling: integrate squared free-electron energy transfers
mv2 = 2*E0*MASS_RATIO
b_el = 2*E2/mv2
moment = 2*np.pi*b_el**2*(2*mv2)**2 * quad(
    lambda u: u/(1 + u*u)**2, 0, np.inf)[0]
bohr_moment = 4*np.pi*4*E2**2
assert abs(moment/bohr_moment - 1) < 1e-7
sigma = np.sqrt(bohr_moment*N_EL*THICKNESS*(k_si**2*a + b))
fwhm = 2*np.sqrt(2*np.log(2))*sigma
total = np.hypot(DETECTOR_FWHM, fwhm)
print(f"Detector FWHM: {DETECTOR_FWHM/1e3:.1f} keV = "
      f"{DETECTOR_FWHM/F_si:.2f} nm (Si, normal)")
print(f"Straggling FWHM from 100 nm: {fwhm/1e3:.2f} keV; "
      f"combined {total/F_si:.2f} nm")
F_tilt = coefficients(mass_si, np.radians(60))[0]
print(f"Detector FWHM at 60 deg tilt: {DETECTOR_FWHM/F_tilt:.2f} nm (Si)")


def nuclear_loss(energy, z, mass, number):
    """Rutherford nuclear loss, cut off at the atomic screening length."""
    reduced = energy*mass/(M1 + mass)
    b0 = 2*z*E2/(2*reduced)
    tmax = 4*M1*mass/(M1 + mass)**2*energy
    screen = 0.8853*BOHR/np.sqrt(2**(2/3) + z**(2/3))
    closed = np.pi*number*tmax*b0**2*np.log(1 + (screen/b0)**2)
    numeric = number*quad(
        lambda w: 2*np.pi*np.exp(2*w)*tmax/(1 + (np.exp(w)/b0)**2),
        np.log(b0*1e-5), np.log(screen), limit=200, epsabs=0)[0]
    assert abs(closed/numeric - 1) < 1e-6
    return closed


exit_energy = k_si*E0
losses = {n: nuclear_loss(exit_energy, z, m, ATOMS[n]*N_MOL)
          for n, (z, m) in TARGETS.items()}
ratio = sum(losses.values())/stopping(exit_energy)
print(f"Nuclear/electronic stopping at Si K*E0: {100*ratio:.3f} %")
b_tilt = path_factors(np.radians(60))[1]
rms = np.sqrt(sum(losses[n]*TARGETS[n][1]/(M1*exit_energy)
                  for n in losses)*b_tilt*THICKNESS)
print(f"Multiple-scattering rms angle, tilted exit: {np.degrees(rms):.2f} deg")
print(f"Upper estimate of exit-path spread: "
      f"{100*rms*np.sqrt(b_tilt**2 - 1):.2f} %")
print(f"Edge offset of mass-29 Si: {(kinematic(29.0)-k_si)*E0/1e3:.2f} keV")
aperture = (kinematic(mass_si, SCATTER - np.radians(1))
            - kinematic(mass_si, SCATTER + np.radians(1)))*E0
print(f"Si edge spread for +/-1 deg aperture: {aperture/1e3:.2f} keV")
gamma_minus_one = E0*const.e/(ALPHA_KG*const.c**2)
print(f"Relativistic gamma minus one: {gamma_minus_one:.2e}")
true_shift = shift(THICKNESS, mass_si, 0.0,
                   law_in=lambda e: 1.05*stopping(e),
                   law_out=lambda e: 1.05*stopping(e))
print(f"Si depth if true stopping is 5 % higher: {true_shift/F_si:.2f} nm")
print("all tests passed")
```

Running it gives:

```
Incident energy: 2.000 MeV
Scattering angle: 170.0 deg
Oxide thickness: 100.0 nm; density 2.20 g/cm3
Mean excitation energy in model: 140 eV
Low-energy amplitude at 1 MeV: 560 eV/nm
Molecular density: 22.044 per nm3
Areal density of film: 2.204e+17 molecules/cm2
S(E0): 258.80 eV/nm; slope -61.63 eV/nm/MeV
Model stopping peak at: 0.745 MeV
Si: mass 28 u, K 0.56482, K*E0 1129.65 keV
Si: S(K*E0) 318.07 eV/nm; slope -63.92 eV/nm/MeV
O: mass 16 u, K 0.36260, K*E0 725.20 keV
O: S(K*E0) 333.46 eV/nm; slope 6.58 eV/nm/MeV
Tilt 0 deg: path factors in 1.0000, out 1.0154; exit angle 10.00 deg
  Si: inward term 146.18, outward 322.97, F 469.15 eV/nm
  Si: energies before/after/exit 1974.04/1114.99/1082.49 keV
  Si: shift F*x 46.915 keV, traced 47.158 keV
  Si: C -2.447e-02 eV/nm2; inferred depth 100.52 nm
  O: inward term 93.84, outward 338.61, F 432.45 eV/nm
  O: energies before/after/exit 1974.04/715.79/681.96 keV
  O: shift F*x 43.245 keV, traced 43.242 keV
  O: C -1.132e-03 eV/nm2; inferred depth 99.99 nm
Tilt 60 deg: path factors in 2.0000, out 2.0309; exit angle 60.50 deg
  Si: inward term 292.36, outward 645.95, F 938.31 eV/nm
  Si: energies before/after/exit 1947.92/1100.23/1034.86 keV
  Si: shift F*x 93.831 keV, traced 94.788 keV
  Si: C -9.790e-02 eV/nm2; inferred depth 101.02 nm
  O: inward term 187.69, outward 677.21, F 864.90 eV/nm
  O: energies before/after/exit 1947.92/706.32/638.79 keV
  O: shift F*x 86.490 keV, traced 86.416 keV
  O: C -4.530e-03 eV/nm2; inferred depth 99.91 nm
Si cross-section factor: 212.82 eV per 1e15 molecules/cm2
Si depth if K is left off inward loss: 81.06 nm
Si at 300 nm, normal: inferred 304.5 nm, error 1.51 %
O at 300 nm, normal: inferred 299.3 nm, error -0.24 %
Si at 1000 nm, normal: inferred 1039.5 nm, error 3.95 %
O at 1000 nm, normal: inferred 957.3 nm, error -4.27 %
Detector FWHM: 15.0 keV = 31.97 nm (Si, normal)
Straggling FWHM from 100 nm: 7.14 keV; combined 35.41 nm
Detector FWHM at 60 deg tilt: 15.99 nm (Si)
Nuclear/electronic stopping at Si K*E0: 0.136 %
Multiple-scattering rms angle, tilted exit: 1.17 deg
Upper estimate of exit-path spread: 3.59 %
Edge offset of mass-29 Si: 22.77 keV
Si edge spread for +/-1 deg aperture: 1.96 keV
Relativistic gamma minus one: 5.37e-04
Si depth if true stopping is 5 % higher: 105.57 nm
all tests passed
```
